# Difference and single-distance scans of beta-hydride elimination: hysteresis and its test

In beta-hydride elimination a hydrogen atom leaves the beta carbon of an alkyl ligand and binds to the metal. A relaxed scan fixes one coordinate \(s\), minimizes the energy in all other directions, and moves on. Whether the transition state can be a point of such a scan is decided by one number. Let \(H\) be the Hessian at the saddle and \(g=\nabla s\). The saddle is a constrained minimum, which a scan can occupy, if

\[
C=g^{T}H^{-1}g<0 ,
\]

and it is not if \(C>0\). The condition is local: with \(C<0\) a scan can still fold elsewhere and miss the saddle. In the model below, \(C\) is positive for the C-H distance and for the metal-H distance, and both scans show hysteresis. It is negative for the difference \(d=r_{\rm CH}-r_{\rm MH}\), whose forward and backward scans coincide. The difference has no general privilege: a stiff skeleton that must shift during the reaction makes it fail too.

## A surface on which the scans can be judged

Let \(q=(r_{\rm CH},r_{\rm MH},R)\), where \(R\) is the distance from the metal to the beta carbon. Two bonding patterns, C-H bonded (1) and M-H bonded (2), have the harmonic energies

\[
V_1=\tfrac12(q-q_1)^TK_1(q-q_1),\qquad
V_2=\tfrac12(q-q_2)^TK_2(q-q_2)+\varepsilon ,
\]

with diagonal, positive \(K_1\) and \(K_2\). A constant coupling \(W>0\) mixes them. With \(\Delta=V_1-V_2\) and \(D=\sqrt{\Delta^2+4W^2}\), the lower eigenvalue of the \(2\times2\) matrix is

\[
E=\tfrac12(V_1+V_2-D).
\]

Since \(\nabla D=(\Delta/D)\nabla\Delta\), collecting the terms in \(\nabla V_1\) and \(\nabla V_2\) gives

\[
\nabla E=w_1\nabla V_1+w_2\nabla V_2,\qquad
w_{1}=\tfrac12\left(1-\frac{\Delta}{D}\right),\quad
w_{2}=\tfrac12\left(1+\frac{\Delta}{D}\right).
\]

For the Hessian the weights must be differentiated as well. From

\[
\frac{d}{d\Delta}\frac{\Delta}{D}=\frac1D-\frac{\Delta^2}{D^3}=\frac{4W^2}{D^3}
\]

it follows that \(\nabla w_2=-\nabla w_1=\mu v\), where \(v=\nabla\Delta\) and \(\mu=2W^2/D^3\). The extra terms are \(-\mu\nabla V_1v^T+\mu\nabla V_2v^T=-\mu vv^T\), so

\[
H=K-\mu\,vv^T,\qquad K=w_1K_1+w_2K_2 .
\]

The springs resist every displacement. Mixing of the two patterns lowers the curvature along one direction, the gradient \(v\) of the energy gap.

The example uses round parameters and represents no particular metal. The springs are \((10,4,3)\) and \((4,8,3)\) eV/Å², the diabatic minima are \((1.1,2.6,2.7)\) and \((2.1,1.6,2.3)\) Å, \(\varepsilon=0.40\) eV and \(W=0.50\) eV. The springs are effective ones, meant for stretches of several tenths of an ångström. Entropy, tunnelling and the other ligand motions are left out.

The saddle can be found without any scan. Setting \(\nabla E=0\) gives

\[
q=(w_1K_1+w_2K_2)^{-1}(w_1K_1q_1+w_2K_2q_2),
\]

which depends on the single unknown \(w_2\), because \(w_1=1-w_2\). The definition of \(w_2\) then supplies one scalar equation. Its middle root is the saddle at \((1.447,1.873,2.472)\) Å, with one negative Hessian eigenvalue. Descent from its two sides reaches the reactant and the product. The barrier is 1.20 eV (116 kJ/mol), and the product lies 0.40 eV above the reactant.

## What goes wrong when one distance is driven

The naive scheme stretches the C-H bond and lets \(r_{\rm MH}\) and \(R\) relax. Each point starts from the previous one. The return scan starts from the last forward point. Energies are relative to the reactant.

| \(r_{\rm CH}\) (Å) | \(r_{\rm MH}\) out, back (Å) | \(E\) out, back (eV) |
|---|---|---|
| 1.40 | 2.58, 1.72 | 0.44, 1.23 |
| 1.50 | 2.58, 1.63 | 0.78, 1.03 |
| 1.60 | 2.56, 1.62 | 1.22, 0.84 |
| 1.70 | 2.54, 1.61 | 1.76, 0.68 |
| 2.00 | 1.60, 1.60 | 0.42, 0.42 |

On the way out the C-H bond is torn open while the hydrogen stays about 2.5 Å from the metal. Then the hydrogen jumps. On the way back it stays on the metal until the carbon is close. Neither path contains the saddle, where \(r_{\rm MH}=1.87\) Å.

Keeping the lower energy at each \(r_{\rm CH}\) does not repair this. Linear interpolation in the table makes the two curves cross near \(r_{\rm CH}=1.54\) Å at about 0.96 eV, which is 0.24 eV below the true barrier. The crossing joins two geometries whose \(r_{\rm MH}\) differs by more than 0.9 Å, so it is no point of passage.

## Why the scan cannot pass

All three driven coordinates are linear in \(q\), \(s=g\cdot q\), with \(g=(1,0,0)\), \((0,1,0)\) or \((1,-1,0)\). A relaxed point has no force along the free directions, so its gradient is parallel to \(g\):

\[
\nabla E=\lambda g .
\]

Let a prime denote \(d/ds\) along a smooth branch of such points. Differentiating \(g\cdot q=s\) gives \(g\cdot q'=1\), hence

\[
E'=\nabla E\cdot q'=\lambda\,g\cdot q'=\lambda .
\]

Differentiating the stationarity condition gives \(Hq'=\lambda'g\), so \(q'=\lambda'H^{-1}g\). Multiplication by \(g^T\) yields \(1=\lambda'C\), and therefore

\[
\frac{d^2E}{ds^2}=\frac1C .
\]

For a curved coordinate the differentiated condition has an additional term \(\lambda\nabla\nabla s\,q'\). It vanishes at the saddle, where \(\lambda=0\), so the result still holds there.

The sign of \(C\) also fixes the stability of the constrained point. Let the columns of \(B\) span the free directions, \(g\cdot t=0\), and let \(u=H^{-1}g\). For every free \(t\),

\[
t^THu=t\cdot g=0,\qquad u^THu=g^TH^{-1}g=C .
\]

If \(C\neq0\), then \(g\cdot u=C\neq0\), so \(u\) is not a free direction, and \(u\) together with the columns of \(B\) forms a basis. In this basis \(H\) consists of two separate blocks, the number \(C\) and the matrix \(B^THB\). A change of basis preserves the number of negative eigenvalues, which is one at a first-order saddle. Either \(C\) is negative and \(B^THB\) is positive definite, or \(C\) is positive and \(B^THB\) has the negative eigenvalue. In the first case the saddle is a constrained minimum that a scan can occupy. In the second, a relaxation started beside it slides away. If \(C=0\), then \(u\) is itself a free direction with \(B^THu=0\), and the constrained point is marginal.

This also shows that a jump is unavoidable if the sole saddle between the wells has \(C>0\). A continuous branch of constrained minima from reactant to product would have an energy maximum in between. There \(\lambda=0\), so the point would be stationary, and it would have to be a saddle that is also a constrained minimum. No such saddle exists.

For \(r_{\rm CH}\), \(C=0.047\) Å²/eV, and the curvature of the stationary profile at the saddle, obtained from finite differences, is 21.1 eV/Å². Their product is 1 within rounding. For \(r_{\rm MH}\), \(C=0.079\) Å²/eV and the curvature is 12.7 eV/Å². Both profiles have a minimum where a barrier top was sought.

## Where the branches end

A branch of constrained minima loses stability when \(\det(B^THB)=0\). Let \(x\) be the displacement along the free direction that becomes soft, with the other free directions relaxed. Near a simple fold at \(s_f\), the leading terms of the remaining force condition are

\[
\frac{\partial E}{\partial x}=a(s-s_f)+b x^2=0,\qquad
x=\pm\sqrt{\frac{a(s_f-s)}{b}} .
\]

For \(a/b>0\) there are two solutions below \(s_f\) and none above it. The curvature \(2bx\) has opposite signs on the two solutions, so a minimum and an unstable point merge and vanish. The scan must then fall into another well.

The fold is fixed by the energy surface and the driven coordinate, not by the step length. In the \(r_{\rm CH}\) scan the folds lie at 1.756 Å on the way out and 1.399 Å on the way back, a window of 0.36 Å. In the \(r_{\rm MH}\) scan they lie at 1.734 and 2.279 Å, a window of 0.55 Å. These positions come from the determinant condition. In tests with steps of 0.02 and 0.005 Å, each observed jump fell in the grid interval containing its fold. A finer scan sharpens the jump and leaves the window open.

The fold energies follow a pattern. For \(C>0\) the unstable branch through the saddle has \(\lambda=0\) and \(\lambda'>0\) there, so its energy rises in both directions. If it meets no other stationary point before the folds, \(\lambda\) keeps its sign on each side, and both folds lie above the true barrier. The \(r_{\rm CH}\) folds are at 2.09 and 1.23 eV, the \(r_{\rm MH}\) folds at 1.34 and 2.20 eV. The outward \(r_{\rm CH}\) scan would thus overestimate the 1.20 eV barrier by 0.89 eV, or 74% of its value. The return scan comes within 0.03 eV without visiting the saddle. A plausible height is therefore no proof of a good coordinate.

## What a better coordinate must do

On the free directions the Hessian is

\[
B^THB=K_t-\mu v_tv_t^T,\qquad K_t=B^TKB,\quad v_t=B^Tv .
\]

For a free displacement \(Ba\), put \(z=K_t^{1/2}a\). Then

\[
a^TB^THBa=|z|^2-\mu\left(v_t^TK_t^{-1/2}z\right)^2\ge(1-\rho)|z|^2,
\qquad \rho=\mu\,v_t^TK_t^{-1}v_t ,
\]

by the Cauchy-Schwarz inequality, with equality for \(z\) parallel to \(K_t^{-1/2}v_t\). The constrained point is stable if \(\rho<1\), and a fold has \(\rho=1\). The driven coordinate must take up the gap gradient, so that little of it remains among the free directions.

The numbers can be followed by hand. Inserting the saddle geometry into the diabatic energies gives \(V_1=1.738\) eV and \(V_2=1.595\) eV. Hence \(\Delta=0.143\) eV, \(D=1.010\) eV, \(w_2=0.571\) and \(\mu=0.485\) eV⁻¹. The mixed springs are \(K=(6.58,6.28,3.00)\) eV/Å², and the gap gradient is \(v=(6.08,-5.09,-1.20)\) eV/Å.

With \(r_{\rm CH}\) fixed, the second and third components stay free:

\[
\rho=0.485\left(\frac{5.09^2}{6.28}+\frac{1.20^2}{3.00}\right)\approx2.2 .
\]

With \(r_{\rm MH}\) fixed, the first and third stay free, and \(\rho\approx3.0\). Both exceed 1.

The two large components of \(v\) have opposite signs: stretching C-H and shortening M-H both favour the product pattern. This suggests fixing \(d=r_{\rm CH}-r_{\rm MH}\). The free directions are then \((1,1,0)/\sqrt2\) and \((0,0,1)\). Along the first, the gap gradient is \((6.08-5.09)/\sqrt2=0.70\) eV/Å and the spring is \((6.58+6.28)/2=6.43\) eV/Å². Thus

\[
\rho=0.485\left(\frac{0.70^2}{6.43}+\frac{1.20^2}{3.00}\right)\approx0.27 .
\]

The large contributions have cancelled, and most of the remainder comes from the skeleton. Correspondingly \(C=-0.057\) Å²/eV, and the profile has a true maximum with curvature \(-17.4\) eV/Å².

Since \(C<0\) is a local statement, the whole range must still be scanned both ways. When \(C\) is only slightly negative, \(\rho\) can reach 1 beside the saddle, and the branch coming from one well can then run past the saddle and jump without visiting it. From \(d=-1.8\) to 0.8 Å, the two directions agree to better than \(10^{-9}\) Å. The highest grid point lies 0.0003 eV below the barrier, because the grid does not hit the saddle at \(d=-0.426\) Å. Relaxation at that value lands on the saddle. The sum \(r_{\rm CH}+r_{\rm MH}\), left free, is 3.69 Å in the reactant, 3.32 Å at the saddle and 3.69 Å again in the product. The hydrogen is handed over while both partners are near.

## When the difference fails too

From \(w_1w_2=\tfrac14(1-\Delta^2/D^2)=W^2/D^2\) one has \(D=W/\sqrt{w_1w_2}\), and hence

\[
\mu=\frac{2W^2}{D^3}=\frac{2(w_1w_2)^{3/2}}{W}.
\]

For weak coupling, with both saddle weights staying well away from zero, \(\rho\) grows as \(1/W\) for any coordinate that leaves part of \(v\) free. Holding \(v\) and the weights at their present values, the difference coordinate would reach \(\rho=1\) near \(W=0.27\times0.50\approx0.14\) eV. Stronger coupling makes even poor coordinates more tolerant, as long as a barrier remains.

The second danger is the skeleton. With equal \(R\) springs \(k_R\) in both patterns, \(v_R=k_R(R_2-R_1)\), where \(R_1\) and \(R_2\) are the diabatic minimum values of \(R\). Its contribution to \(\rho\) is

\[
\mu\frac{v_R^2}{k_R}=\mu k_R(R_2-R_1)^2 .
\]

For a given nonzero shift \(R_2-R_1\), a stiffer skeleton thus makes the scan worse, because the gap changes more strongly with \(R\). The hydrogen part of \(\rho\) found above is \(0.485\times0.70^2/6.43\approx0.04\). Adding it, with \(R_2-R_1=-0.4\) Å and \(\mu\) held fixed, the limit \(\rho=1\) is reached near \(k_R=12\) eV/Å².

At \(k_R=40\) eV/Å² the difference scan has \(\rho=3.2\) and \(C=0.098\) Å²/eV. It jumps at \(d=-0.19\) Å on the way out and at \(-0.68\) Å on the way back. The hydrogen coordinate is now driven while the skeleton lags behind. The remedy is to include \(R\). If \(g\) is parallel to \(v\) at the saddle, then \(v_t=0\) and \(\rho=0\). Here that unit direction is \((0.33,-0.29,-0.90)\), with \(C=-0.007\) Å²/eV. This makes the saddle a constrained minimum; a full scan along this direction was not made.

## The resulting scheme

1. Choose \(s=r_{\rm CH}-r_{\rm MH}\) as a first trial. For the next value of \(s\), shift the geometry by \(g(s-g\cdot q)/(g\cdot g)\), which meets the constraint when \(s\) is linear in \(q\).
2. Relax in the free directions with short, energy-lowering steps. Newton steps with the absolute values of the Hessian eigenvalues point downhill. A length cap, here 0.05 Å, helps to keep the search in the well it started from.
3. Scan to the end and return from the last point. Compare geometries as well as energies, since two branches can cross in energy while far apart in structure.
4. If they differ, repeat with a smaller step. A window that persists points to folds, and the coordinates that jump are candidates for inclusion in \(s\). The size of a jump alone does not rank them, because a soft coordinate can move far and still contribute little to \(\rho\).
5. If they agree, refine the highest point to a saddle, check that it has one negative eigenvalue and descends to both wells, and evaluate \(C\).

The last step needs no diabatic states. Under an invertible change of coordinates with Jacobian \(J\), a Hessian at a stationary point becomes \(J^THJ\) and the gradient of \(s\) becomes \(J^Tg\), so \(C\) is unchanged. In Cartesian coordinates, overall translations and rotations must first be removed, because they make \(H\) singular. The numerical output below lists the main computed values; the remaining numbers in the text follow from them and from the model parameters by hand.

## Numbers as computed

```
springs C-H bonded state (eV/A^2): [10.  4.  3.]
springs M-H bonded state (eV/A^2): [4. 8. 3.]
diabatic minimum 1 (A): [1.1 2.6 2.7]
diabatic minimum 2 (A): [2.1 1.6 2.3]
offset 0.40 eV, coupling 0.50 eV
order of coordinates: r_CH, r_MH, R
reactant (A): 1.1023 2.5886 2.6977; E = 0.0000 eV
saddle (A): 1.4473 1.8732 2.4717; E = 1.1989 eV
product (A): 2.0864 1.6028 2.3022; E = 0.4010 eV
barrier: 115.7 kJ/mol
saddle Hessian eigenvalues (eV/A^2): [-24.862   3.086   6.404]
gap gradient at saddle (eV/A): [ 6.084 -5.093 -1.2  ]
r_CH: C = 0.0474 A^2/eV, rho = 2.235
  profile curvature 21.114, lowest tangent -7.218 eV/A^2
r_MH: C = 0.0788 A^2/eV, rho = 2.963
  profile curvature 12.691, lowest tangent -12.239 eV/A^2
difference: C = -0.0573 A^2/eV, rho = 0.270
  profile curvature -17.448, lowest tangent 2.259 eV/A^2
r_CH scan folds (A): forward 1.7558, backward 1.3992
  window width 0.3566 A
  fold energies (eV): forward 2.0859, backward 1.2269
r_MH scan folds (A): forward 1.7335, backward 2.2794
  window width 0.5459 A
  fold energies (eV): forward 1.3350, backward 2.1964
difference at saddle: -0.4259 A
difference scan: highest grid energy 1.1986 eV
  largest forward-backward mismatch 2.9e-10 A
r_CH scan: r_CH | r_MH fwd, bwd (A) | E fwd, bwd (eV)
  1.20 | 2.587 2.587 | 0.047 0.047
  1.40 | 2.581 1.717 | 0.439 1.226
  1.50 | 2.575 1.634 | 0.782 1.031
  1.60 | 2.564 1.618 | 1.222 0.843
  1.70 | 2.538 1.611 | 1.755 0.683
  2.00 | 1.604 1.604 | 0.415 0.415
difference scan: d | r_CH, r_MH (A) | E (eV)
  -1.40 | 1.127 2.527 | 0.010
  -1.00 | 1.240 2.240 | 0.323
  -0.60 | 1.358 1.958 | 0.997
  -0.40 | 1.468 1.868 | 1.193
  -0.20 | 1.621 1.821 | 0.959
  0.20 | 1.896 1.696 | 0.503
control: R spring 40 eV/A^2, barrier 1.9187 eV
  C difference 0.0984, C gap direction -0.0073 A^2/eV
  rho difference 3.188
  difference folds (A): forward -0.1944, backward -0.6752
  unit gap direction: [ 0.332 -0.291 -0.897]
```
